**Ten-layer ABC graphene at equal couplings: a twenty-site chain**

The program tests that N-layer ABC graphene, with intralayer coupling u = ħvk equal to the vertical coupling γ₁ = t, has the levels 2t cos(jπ/(2N+1)). For N = 10 and t = 0.38 eV the lowest positive level is 2t sin(π/42) = 56.8 meV. Here k is the momentum measured from the zone corner K, and v is the velocity set by the lattice constant and the in-plane hopping γ₀. The program asserts agreement between this law and diagonalized complex matrices for six thicknesses and three directions of k, and it compares the eigenvector with the phased standing wave. It also asserts the slope dE/du, the first-order shifts from γ₃ and γ₄, the linear form of the lattice sum near K, and the end-state formula at half the momentum. The output shows that γ₃ = 0.3 eV alone spreads the level over 29 to 88 meV as the direction of k changes. It shows too that γ₄ = 0.14 eV shifts both central levels by about 31 meV and leaves their separation nearly unchanged.

## Program and output

```python
# Result under test: N-layer ABC graphene, with intralayer coupling u = hbar*v*k
# equal to the vertical interlayer coupling g1 = t, is a uniform open chain of
# 2N sites with levels 2 t cos(j pi/(2N+1)). For N = 10 the lowest positive
# level is 2 t sin(pi/42).
# Symbols: a lattice constant (nm); g0 in-plane hopping; g1 vertical hopping;
# g3 skew hopping A_l-B_(l+1); g4 hopping A_l-A_(l+1) and B_l-B_(l+1);
# g2/2 hopping A_l-B_(l+2); drop = potential energy drop over the stack (eV);
# k momentum from the corner K (1/nm); phi its direction; f the lattice sum.
import numpy as np
from scipy import constants as const

a, g0, t = 0.246, 3.1, 0.38
N = 10
hv = np.sqrt(3) * a * g0 / 2
k_equal = t / hv


def f_linear(k, phi):
    return -np.sqrt(3) * a / 2 * k * np.exp(-1j * phi)


def f_lattice(k, phi):
    kx = 4 * np.pi / (3 * a) + k * np.cos(phi)
    ky = k * np.sin(phi)
    return (np.exp(1j * ky * a / np.sqrt(3))
            + 2 * np.exp(-0.5j * ky * a / np.sqrt(3)) * np.cos(kx * a / 2))


def hamiltonian(f, layers=N, g1=t, g3=0.0, g4=0.0, g2=0.0, drop=0.0):
    """Site order A1, B1, A2, B2, ...; only the upper triangle is filled first."""
    upper = np.zeros((2 * layers, 2 * layers), dtype=complex)
    for l in range(layers):
        A, B = 2 * l, 2 * l + 1
        upper[A, B] = -g0 * f
        if l + 1 < layers:
            upper[B, A + 2] = g1
            upper[A, B + 2] = -g3 * np.conj(f)
            upper[A, A + 2] = g4 * f
            upper[B, B + 2] = g4 * f
        if l + 2 < layers:
            upper[A, B + 4] = g2 / 2
    full = upper + upper.conj().T
    if drop:
        full += np.diag(np.repeat(np.linspace(-drop / 2, drop / 2, layers), 2))
    return full


def levels(f, **kw):
    return np.linalg.eigvalsh(hamiltonian(f, **kw))


# Linear dispersion against the lattice sum, close to K
for phi in (0.0, 0.7, 2.0):
    small = 1e-4
    assert abs(f_lattice(small, phi) / f_linear(small, phi) - 1) < 1e-4

# Whole spectrum against the cosine law, several thicknesses and directions
worst = 0.0
for layers in (1, 2, 3, 7, 10, 15):
    j = np.arange(1, 2 * layers + 1)
    law = np.sort(2 * t * np.cos(j * np.pi / (2 * layers + 1)))
    for phi in (0.0, 0.7, 2.0):
        ev = levels(f_linear(k_equal, phi), layers=layers)
        worst = max(worst, np.max(np.abs(ev - law)))
        lowest = ev[ev > 0].min()
        assert abs(lowest - 2 * t * np.sin(np.pi / (4 * layers + 2))) < 1e-12
assert worst < 1e-12

# Eigenvector against the phased standing wave
theta = N * np.pi / (2 * N + 1)
phi = 0.7
vec = np.linalg.eigh(hamiltonian(f_linear(k_equal, phi)))[1][:, N]
site = np.arange(1, 2 * N + 1)
wave = np.sqrt(2 / (2 * N + 1)) * np.sin(site * theta)
wave = wave * np.exp(1j * phi * (site // 2))
overlap = abs(np.vdot(wave, vec))
assert abs(overlap - 1) < 1e-11

# Slope with respect to the intralayer coupling, at fixed g1
E = levels(f_linear(k_equal, 0.0))[N]
du = 1e-5
slope_fd = (levels(f_linear((t + du) / hv, 0.0))[N]
            - levels(f_linear((t - du) / hv, 0.0))[N]) / (2 * du)
pre = 2 / (2 * N + 1)
slope = pre * (N * np.cos(theta) + 1 / (2 * np.cos(theta)))
assert abs(slope - slope_fd) < 1e-6

# First-order shifts per unit of the skew and like-sublattice couplings
f0 = f_linear(k_equal, 0.0)
dg = 1e-4
dt = dg * t / g0
c3 = pre * ((N - 1) * np.cos(3 * theta) + np.sin(3 * theta) / np.sin(2 * theta))
c4 = -pre * ((2 * N - 2) * np.cos(2 * theta) + np.sin(3 * theta) / np.sin(theta))
c3_fd = (levels(f0, g3=dg)[N] - levels(f0, g3=-dg)[N]) / (2 * dt)
c4_fd = (levels(f0, g4=dg) - levels(f0, g4=-dg)) / (2 * dt)
assert abs(c3 - c3_fd) < 1e-5
assert abs(c4 - c4_fd[N]) < 1e-5 and abs(c4 - c4_fd[N - 1]) < 1e-5

# Smaller momentum: coupled end states; the uniform formula must fail there
x = 0.5
E_half = levels(f_linear(x * k_equal, 0.0))[N]
E_end = t * x**N * (1 - x**2) / (1 - x**(2 * N))
assert abs(E_half / E_end - 1) < 1e-4
E_09 = levels(f_linear(0.9 * k_equal, 0.0))[N]
assert abs(E_09 - 2 * 0.9 * t * np.sin(np.pi / 42)) > 1e-3

# Sizes of neglected effects, over all inequivalent directions of k
g3, g4, g2, drop = 0.3, 0.14, -0.015, 0.05
cases = {
    "curvature": (f_lattice, {}),
    "g3": (f_linear, dict(g3=g3)),
    "g4": (f_linear, dict(g4=g4)),
    "g2": (f_linear, dict(g2=g2)),
    "drop": (f_linear, dict(drop=drop)),
    "all": (f_lattice, dict(g3=g3, g4=g4, g2=g2, drop=drop)),
}
angles = np.radians(np.arange(0, 121, 5))
ranges = {}
for name, (lattice_sum, extra) in cases.items():
    ev = np.array([levels(lattice_sum(k_equal, p), **extra) for p in angles])
    top = ev[:, N]
    half = (ev[:, N] - ev[:, N - 1]) / 2
    ranges[name] = (top.min(), top.max(), half.min(), half.max())
change = {n: max(abs(r[2] - E), abs(r[3] - E)) for n, r in ranges.items()}
assert all(change["g3"] > change[n] for n in ("curvature", "g4", "g2", "drop"))
mid_shift = ranges["g4"][0] - ranges["g4"][2]
assert abs(mid_shift) > 5 * change["g4"]

hbar_eV = const.hbar / const.e
kT = const.k * 300 / const.e
print(f"lattice constant a = {a:.3f} nm")
print(f"in-plane hopping g0 = {g0:.2f} eV")
print(f"common coupling t = {t:.2f} eV")
print(f"layers = {N}, chain sites = {2 * N}")
print(f"hbar*v = {hv:.4f} eV nm")
print(f"velocity v = {hv * 1e-9 / hbar_eV:.3e} m/s")
print(f"momentum from K, k = {k_equal:.4f} 1/nm")
print(f"distance of K from zone centre = {4 * np.pi / (3 * a):.2f} 1/nm")
print(f"standing-wave angle theta = {np.degrees(theta):.3f} degrees")
print(f"cos(theta) = {np.cos(theta):.6f}")
print(f"lowest positive level, diagonalized = {1e3 * E:.3f} meV")
print(f"2 t sin(pi/42) = {2e3 * t * np.sin(np.pi / 42):.3f} meV")
print(f"small-angle estimate pi t/21 = {1e3 * np.pi * t / 21:.3f} meV")
print(f"next positive level (j=9) = {2e3 * t * np.cos(9 * np.pi / 21):.2f} meV")
print(f"largest spectrum error = {worst:.1e} eV")
print(f"overlap with standing wave = {overlap:.10f}")
print(f"slope dE/du = {slope:.4f} (finite difference {slope_fd:.4f})")
print(f"level change for 1% larger k = {1e3 * slope * 0.01 * t:.2f} meV")
print(f"level at 0.9 k = {1e3 * E_09:.2f} meV")
print(f"level at 0.5 k = {1e3 * E_half:.4f} meV")
print(f"end-state formula at 0.5 k = {1e3 * E_end:.4f} meV")
print(f"inputs g3, g4, g2 = {g3:.2f}, {g4:.2f}, {g2:.3f} eV")
print(f"input potential drop = {1e3 * drop:.0f} meV")
print(f"t3 = {1e3 * g3 * t / g0:.2f} meV, t4 = {1e3 * g4 * t / g0:.2f} meV")
print(f"shift per t3 at phi=0 = {c3:.4f}, per t4 = {c4:.4f}")
print(f"first-order g3 shift at phi=0 = {1e3 * c3 * g3 * t / g0:.2f} meV")
print(f"first-order g4 shift = {1e3 * c4 * g4 * t / g0:.2f} meV")
print("ranges over direction, meV: upper level; half splitting")
for name, r in ranges.items():
    r = 1e3 * np.array(r)
    print(f"  {name}: {r[0]:.1f} to {r[1]:.1f}; {r[2]:.1f} to {r[3]:.1f}")
print(f"midpoint shift from g4 = {1e3 * mid_shift:.2f} meV")
print(f"thermal energy at 300 K = {1e3 * kT:.2f} meV")
print(f"level / thermal energy = {E / kT:.2f}")
print("tests ok")
```

Running it gives:

```
lattice constant a = 0.246 nm
in-plane hopping g0 = 3.10 eV
common coupling t = 0.38 eV
layers = 10, chain sites = 20
hbar*v = 0.6604 eV nm
velocity v = 1.003e+06 m/s
momentum from K, k = 0.5754 1/nm
distance of K from zone centre = 17.03 1/nm
standing-wave angle theta = 85.714 degrees
cos(theta) = 0.074730
lowest positive level, diagonalized = 56.795 meV
2 t sin(pi/42) = 56.795 meV
small-angle estimate pi t/21 = 56.848 meV
next positive level (j=9) = 169.12 meV
largest spectrum error = 6.7e-16 eV
overlap with standing wave = 1.0000000000
slope dE/du = 0.7084 (finite difference 0.7084)
level change for 1% larger k = 2.69 meV
level at 0.9 k = 32.60 meV
level at 0.5 k = 0.2783 meV
end-state formula at 0.5 k = 0.2783 meV
inputs g3, g4, g2 = 0.30, 0.14, -0.015 eV
input potential drop = 50 meV
t3 = 36.77 meV, t4 = 17.16 meV
shift per t3 at phi=0 = -0.8137, per t4 = 1.7882
first-order g3 shift at phi=0 = -29.92 meV
first-order g4 shift = 30.69 meV
ranges over direction, meV: upper level; half splitting
  curvature: 51.2 to 62.2; 51.2 to 62.2
  g3: 29.0 to 88.0; 29.0 to 88.0
  g4: 87.5 to 87.5; 56.8 to 56.8
  g2: 50.3 to 63.4; 50.3 to 63.4
  drop: 56.5 to 56.5; 56.5 to 56.5
  all: 52.5 to 132.1; 23.6 to 100.4
midpoint shift from g4 = 30.68 meV
thermal energy at 300 K = 25.85 meV
level / thermal energy = 2.20
tests ok
```
